Interface-Charge Noise from Measured Trap Conductance in a MOS Capacitor

A small alternating voltage on the gate of a MOS capacitor moves the surface potential of the silicon up and down. Traps at the Si/SiO₂ interface capture and emit electrons in response, but with a delay, and the delay appears at the gate as a conductance. With the alternating voltage removed, the same traps go on capturing and emitting at random, and their charge fluctuates. How much of this noise can be predicted from the measured gate admittance and the oxide capacitance, without knowing the density, energy or capture rate of the traps?

**Equilibrium and the conjugate charge**

Take n-type silicon in depletion, with the bulk as the zero of potential and ψ as the surface potential. The gate carries a constant bias, but the oxide passes no direct current. The semiconductor therefore has a flat Fermi level and is in equilibrium under the constraint of fixed gate bias.

Let N be the number of trapped electrons and Q = qN, with q > 0. The trap charge is −Q, which has the same noise spectrum. Moving an electron from the bulk to the surface changes its energy by −qψ, so a small change v of surface potential adds −Qv to the energy. Q is thus the variable conjugate to v.

Write δQ = Q − ⟨Q⟩ and C(t) = ⟨δQ(0)δQ(t)⟩ at fixed surface potential. The one-sided spectrum, whose integral over f = ω/2π from 0 to ∞ is the variance, is

S_Q(ω) = 4 ∫₀^∞ C(t) cos ωt dt. (1)

Suppose a constant v has acted for a long time and is removed at t = 0. The initial distribution is the equilibrium one multiplied, to first order, by 1 + vδQ/kT. The later evolution is that of the unperturbed system, so the mean deviation of Q at time t is vC(t)/kT.

In terms of the impulse response φ, the same deviation is v∫ₜ^∞ φ(s)ds. Differentiation gives φ = −(dC/dt)/kT. With time dependence e^{iωt} and C(∞) = 0, integration by parts gives the response of Q to v:

χ(ω) = ∫₀^∞ φ e^{−iωt} dt = (1/kT)[C(0) − iω ∫₀^∞ C(t)e^{−iωt} dt]. (2)

The current is dQ/dt, so the admittance is Y = iωχ. The C(0) term is purely imaginary in Y, and −(iω)² = ω². Hence Re Y = (ω²/kT)∫₀^∞ C cos ωt dt, and by (1)

S_Q(ω) = 4kT Re Y(ω)/ω². (3)

This is the classical fluctuation-dissipation theorem in the form needed here. For the symmetrized quantum spectrum, kT is replaced by kT x coth x with x = ħω/2kT. The relative correction is x²/3 for small x. At 300 K it is about 2×10⁻¹⁵ at 1 MHz and reaches 1 % near 2200 GHz.

**One trap, from its rates**

A single trap shows what (3) means. Let f be its mean occupation, a its capture rate when empty and b its emission rate when filled:

df/dt = a(1 − f) − bf. (4)

In equilibrium f = a/(a + b) = aτ, with τ = 1/(a + b). Capture is proportional to the surface electron density, so δa = a qv/kT. Emission goes to the local band, which moves with the trap, so b is unchanged. Linearizing (4) gives

iωδf = a(1 − f)qv/kT − δf/τ.

Since a = f/τ, multiplication by τ yields δf = f(1 − f)(qv/kT)/(1 + iωτ), and

Y = iωqδf/v = iω(q²/kT) f(1 − f)/(1 + iωτ). (5)

Its real part is (q²/kT)f(1 − f)ω²τ/(1 + ω²τ²).

Now compute the noise with no voltage applied. The trap is filled at time zero with probability f. If so, it is filled at time t with probability f + (1 − f)e^{−t/τ}. Subtracting f² from the joint probability leaves C(t) = q²f(1 − f)e^{−t/τ}, and (1) gives

S_Q = 4q² f(1 − f)τ/(1 + ω²τ²). (6)

This equals 4kT/ω² times the real part of (5). The factor f(1 − f) governs both because a trap that is nearly always full, or nearly always empty, neither fluctuates nor responds.

The conductance must be measured in the linear regime. For one model trap with a = 0.7, b = 1.1 and ω = 1.3 in common rate units, a surface-potential amplitude of kT/q lowers the apparent conductance to 0.928 of its small-signal value. Equation (3) would then underestimate the noise by 7 %.

**Removing the oxide from the measurement**

The instrument sees the gate, not the surface. Let δV be a change of gate voltage, C_ox the oxide capacitance and C_D the depletion capacitance. For a laterally uniform surface, the change of gate charge balances the changes in the depletion layer and the traps:

C_ox(δV − δψ) = C_D δψ + δQ. (7)

This is C_ox in series with a parallel pair, C_D and the trap admittance Y_it. Write the measured gate admittance as Y_m = G_m + iωC_m and that of the pair as Y_p = iωC_D + Y_it. Then 1/Y_p = 1/Y_m − 1/(iωC_ox), or

Y_p = iωC_ox Y_m/(iωC_ox − Y_m). (8)

The denominator is iω(C_ox − C_m) − G_m. Multiplying numerator and denominator by its complex conjugate, −iωC_ox − Y_m*, turns the numerator into ω²C_ox²Y_m − iωC_ox|Y_m|². The second term is imaginary. The depletion capacitance is taken as lossless, so the real part belongs to the traps:

G_p = Re Y_it = ω²C_ox²G_m/[G_m² + ω²(C_ox − C_m)²]. (9)

Equation (3), applied at fixed surface potential, now gives the interface-charge noise:

S_Q = 4kT G_p/ω². (10)

No distribution of traps has been assumed. What has been assumed is equilibrium, linearity, a uniform surface, and the absence of other losses in G_m, such as series resistance, oxide leakage and minority-carrier generation.

**Which charge noise is this?**

Equation (10) describes a source: the fluctuation Q_s that would occur if ψ were held still. In the device ψ moves, and the traps respond to it. With C_it(ω) = Y_it/(iω), which is complex, linear response gives δQ = Q_s + C_it δψ. At fixed gate voltage, δV = 0 in (7), so

δψ = −Q_s/(C_Σ + C_it), C_Σ = C_ox + C_D, (11)

δQ = Q_s C_Σ/(C_Σ + C_it). (12)

The charge noise present is therefore S_Q|C_Σ/(C_Σ + C_it)|². With the gate open, the left side of (7) vanishes and C_Σ is replaced by C_D.

A gate signal without a noise source gives, from (7), δψ = C_ox δV/(C_Σ + C_it). It has the same denominator as (11). A gate voltage −Q_s/C_ox thus produces the same δψ as the source, and the equivalent gate noise is

S_V = S_Q/C_ox² = 4kT G_m/[G_m² + ω²(C_ox − C_m)²]. (13)

The screened charge (12) must not be used in (13), because the screening acts on signal and noise alike. Nor is S_V the voltage noise seen at an open gate. There δV = δψ = −Q_s/(C_D + C_it), with spectrum 4kT Re(1/Y_m); for the capacitor below this is 65 nV/√Hz at 1 kHz, against 16 nV/√Hz from (13).

The gate terminal offers a consistency check. At fixed V the gate charge fluctuates by −C_ox δψ, with spectrum C_ox²S_Q/|C_Σ + C_it|². Putting C_ox back in series with Y_p gives G_m = C_ox²G_p/|C_Σ + C_it|². The gate-charge spectrum is therefore 4kT G_m/ω², which is (3) applied directly to the gate.

Equations (11) and (12) are linear, so they were tested on a system that is not. It has 400 identical traps, each capture raising the energy of the next through C_Σ = 100q²/kT, with C_ox/C_Σ = 0.60, mean-field filling 0.4 and unit emission rate. The full master equation was solved at ω = 0.2, 1.5 and 6. The theorem at the gate held to a relative error of 5×10⁻¹². The source noise recovered through (9) and (10) agreed with 400 times (6) within 0.35 %, and the screening factor in (12) held within 0.24 %. At ω = 0.2 the charge noise present was only 0.264 of the source noise.

**A continuum of interface levels**

A model is not needed to use (10), but it shows what to expect. Let D_it be the trap density per area and energy, constant over several kT around the Fermi level, and A the gate area. Let all traps exchange electrons with the conduction band at the same capture rate a = 1/τ_n = c_n n_s, where c_n is the capture coefficient and n_s the surface electron density. Then τ = τ_n f by the relation f = aτ.

With f the Fermi function of the trap energy E (any degeneracy factor absorbed in E), f(1 − f)dE = −kT df. Summing (5) over the levels gives

Y_it = iωq²D_it A ∫₀¹ df/(1 + iωτ_n f). (14)

Put y = ωτ_n. The real part contains ∫₀¹ yf df/(1 + y²f²) = ln(1 + y²)/(2y), so

G_p/ω = q²D_it A ln(1 + y²)/(2y), (15)

S_Q = 2kT q²D_it A τ_n ln(1 + y²)/y². (16)

For y ≪ 1 the logarithm is y², and the noise has a plateau 2kT q²D_it Aτ_n. For y ≫ 1 it falls as (ln y)/y². The quantity G_p/ω has a peak, at y = 1.98 with height 0.402 q²D_it A, but the charge noise has none: ln(1 + y²)/y² falls steadily with y.

The total variance follows with df = dy/(2πτ_n), where f is now frequency:

∫₀^∞ S_Q df = (kT q²D_it A/π) ∫₀^∞ ln(1 + y²)/y² dy = kT q²D_it A. (17)

Integration by parts turns the last integral into ∫₀^∞ 2dy/(1 + y²) = π. Fermi statistics gives the same variance directly, as q²D_it A∫f(1 − f)dE, with f the occupation. The capture rate sets where the noise lies in frequency, not its total.

**A capacitor with a 10 nm oxide**

Take T = 300 K, A = 10⁻⁴ cm², D_it = 10¹¹ cm⁻² eV⁻¹, donor density 10¹⁶ cm⁻³ and a downward shift of surface potential of 0.20 V. A capture cross-section of 10⁻¹⁵ cm² and a thermal velocity of 10⁷ cm/s give τ_n = 22.9 μs. The capacitances are C_ox = 34.53 pF, C_D = 6.90 pF and q²D_it A = 1.602 pF.

The admittance is synthetic: it was computed from this trap model and then treated as a measurement. At 10 kHz, ω = 6.283×10⁴ s⁻¹, it gives G_m = 25.90 nS and C_m = 6.483 pF. Then

ωC_ox = 2.170 μS, ω(C_ox − C_m) = 1.762 μS.

G_m² is negligible beside the square of the second number, and (9) gives

G_p ≈ 25.90 nS × (2.170/1.762)² ≈ 39.3 nS (39.24 nS from unrounded values), G_p/ω = 0.625 pF.

With 4kT = 1.657×10⁻²⁰ J,

S_Q = 1.657×10⁻²⁰ × 0.625×10⁻¹² / 6.283×10⁴ = 1.65×10⁻³⁷ C²/Hz.

The square root is 4.06×10⁻¹⁹ C/√Hz, or 2.53 electrons/√Hz. Division by C_ox gives an equivalent gate noise of 11.8 nV/√Hz. At every frequency computed from 1 kHz to 1 MHz, the noise from the reduced admittance agreed with the direct sum of (6) over the levels to better than one part in 10⁶.

At 1 kHz the source noise is 3.42 electrons/√Hz, close to the plateau of 3.44. At 1 MHz it has fallen to 0.075, although G_m has risen from 0.46 to 241 nS: the division by ω² outweighs the growing conductance. The total rms charge is 508 electrons, and 92.8 % of the variance lies between 1 kHz and 1 MHz. At 1 kHz the charge amplitude present is 0.963 of the source amplitude with the gate voltage fixed, and 0.813 with the gate open.

An error in C_ox enters mildly here, because C_m is much smaller than C_ox. When G_m² is negligible, (9) gives d ln G_p/d ln C_ox = −2C_m/(C_ox − C_m). A value of C_ox that is 1 % too large lowers S_Q at 1 kHz by 0.49 %.

**Below the measured band**

The conductance says nothing about frequencies at which it was not measured. Equation (10) can be written S_Q = 4kT(G_p/ω)/ω, so a flat G_p/ω means 1/f noise. The interface continuum does not provide this at low frequency, but traps inside the oxide can.

Let their density be N_bt per volume and energy, and let tunnelling to depth z lengthen the time constant to τ = τ_n f e^{2κz}. Since dz = dτ/(2κτ),

G_p/ω = (q²N_bt A/2κ) ∫₀¹ df ∫_{τ_n f}^∞ ω dτ/(1 + ω²τ²) ≈ πq²N_bt A/(4κ), (18)

for ωτ_n ≪ 1, with the inner integral then close to π/2. The oxide is taken as thick enough to supply the long times, and each trap is counted as if its charge lay at the interface. The noise is πkT q²N_bt A/(κω). It equals the interface plateau at

f_c = N_bt/(4κD_it τ_n). (19)

For a rough N_bt = 10¹⁷ cm⁻³ eV⁻¹, a barrier of 3.1 eV and a tunnelling mass of 0.4 electron masses, 2κ = 11.4 nm⁻¹ and, for uniform band bending, f_c = 191 Hz. Extending the plateau to frequencies below f_c would then miss the larger part of the noise. Even at 1 kHz these traps would add about a fifth to S_Q. These are rough estimates: more than half of the contribution at 1 kHz comes from the first 0.3 nm of oxide, and about three quarters of that at f_c from the first 0.5 nm. So close to the interface, a uniform density of oxide traps distinct from the interface traps is doubtful. If they are present, the measured G_p includes them.

**Comparison with real devices**

The parameters are rough values for a thermal oxide without a hydrogen anneal. A good anneal can bring D_it to the order of 10¹⁰ cm⁻² eV⁻¹. With the other parameters fixed, that lowers the interface part of S_Q tenfold and raises f_c about tenfold. Capture cross-sections vary widely, and τ_n with them.

The assumption most clearly broken is uniform band bending. A Gaussian spread of 38.8 mV rms, treated as independent patches in parallel, changes S_Q relative to the uniform model by factors of 1.68 at 1 kHz, 0.77 at 30 kHz and 1.71 at 1 MHz. The noise obtained from the measured conductance follows these changes. Because (9) treats the patches as one surface, it errs by at most 4.7 % of the true patch sum at the frequencies computed. This is the practical advantage of (10) over (16) for this case. The spread also changes what lies below the measured band. The plateau is proportional to the mean of τ_n over the patches, which for an rms spread σ = 1.5kT/q is exp[(qσ/kT)²/2] ≈ 3.1 times the uniform value. S_Q therefore keeps rising below 1 kHz even without oxide traps, and the crossing with the oxide-trap noise moves from 191 Hz to about 66 Hz.

Series resistance matters at the upper end of the band. The spreading resistance of the wafer alone, 23 Ω for a mobility of 1200 cm²/Vs, makes S_Q too large by 12.5 % at 1 MHz but by 0.04 % at 30 kHz. It should be subtracted from 1/Y_m before (9) is used; contacts add to it.

Temperature must match as well. From 300 to 350 K, at the same band bending, D_it and cross-section and with a thermal velocity growing as √T, the model plateau falls to 0.36 of its value, because τ_n shortens by a larger factor than kT grows.

Other neglected effects are small here. The depletion charge alone gives an oxide field of 0.07 MV/cm, far below breakdown at roughly 10 MV/cm, and the estimated tunnelling factor through the full oxide is about 10⁻⁵⁰. The ratio of holes to electrons at the surface is about 5×10⁻⁶. An oxide of one or two nanometres can leak, and then neither the blocking assumption nor the identification of G_m with traps is safe.

For smaller gates, (13) scales as 1/A when the trap density, τ_n and oxide capacitance per area are fixed. Going from 10⁻⁴ cm² to 1 μm² raises the plateau of √S_V from 16 nV/√Hz to 1.6 μV/√Hz. About D_it kT A = 26 traps are then active, so this is an average over devices, and a single device may differ from it. Transfer to a transistor also requires the same surface potential and a drain bias small enough to leave the traps in equilibrium. An ordinary inversion-channel transistor does not meet the first condition. On this substrate its channel forms only near 0.71 V of band bending, where, for comparable electron and hole capture cross-sections, the traps exchange mainly holes, and much faster. The value of 1.6 μV/√Hz is therefore not a prediction for such a transistor. Equation (13) also covers only the noise that acts through ψ, not any change of mobility caused by the trapped charge. Further values are listed in the numerical output below.

Table of computed values

```
One trap: capture 0.7, emission 1.1, w 1.3 (unit rates)
  noise from correlation 0.347081, from conductance 0.347081 (q=kT=1)
  G at ac amplitude kT/q over small-signal G: 0.9281
Coupled traps: N 400, filling 0.4, Cox/C_sum 0.60
  largest error, terminal theorem: 5.3e-12
  largest error, source noise: 0.35 %
  largest error, gate-referred: 0.35 %
  largest error, feedback factor: 0.24 %
  charge noise present/source noise at w=0.2: 0.264
Device: T 300 K, area 1e-04 cm2, oxide 10 nm
  D_it 1e+11 /cm2/eV, N_D 1e+16 /cm3, bending 0.20 V
  capture cross-section 1e-15 cm2, velocity 1e+07 cm/s
  relative permittivity: SiO2 3.9, Si 11.7
  kT/q 25.852 mV, n_s 4.367e+12 /cm3, tau_n 22.90 us
  Cox 34.53 pF, C_D 6.900 pF, q2 D_it A 1.602 pF
f(kHz) C_m(pF) G_m(nS) Gp/w(pF) sqrtSQ(e/rtHz) sqrtSV(nV/rtHz)
     1   6.8155     0.462   0.1141    3.4234   15.8839
     3   6.7660     3.865   0.3171    3.2951   15.2886
    10   6.4833    25.896   0.6246    2.5329   11.7521
    30   6.0979    70.624   0.5525    1.3754    6.3818
   100   5.8679   128.658   0.2972    0.5525    2.5635
   300   5.7910   182.484   0.1398    0.2188    1.0150
  1000   5.7630   241.290   0.0553    0.0754    0.3498
Peak of Gp/w: w tau_n 1.9803, height/(q2 D_it A) 0.4024, f 13.76 kHz
Plateau sqrt(S_Q): 3.441 e/rtHz; sqrt(S_V): 15.966 nV/rtHz
Total rms charge: spectrum 508.45 e, Fermi statistics 508.45 e
Share of variance in 1 kHz to 1 MHz: 92.8 %
Charge amplitude present/source at 1 kHz: fixed gate 0.9630, open gate 0.8125
Active traps D_it kT A for 1 um2: 25.9
Cox 1 % too large changes S_Q at 1 kHz by -0.49 %
Series resistance 23.0 ohm (mobility 1200 cm2/Vs)
  error of S_Q: 30 kHz 0.04 %, 1 MHz 12.52 %
Patches, rms bending 38.8 mV: S_Q over uniform value
  1 kHz 1.678, 30 kHz 0.772, 1 MHz 1.714
  worst error of lumped reduction, 1 kHz-1 MHz: -4.72 %
Border traps 1e+17 /cm3/eV, barrier 3.1 eV, mass 0.4 m_e
  2 kappa 11.41 /nm, equal noise at 191.4 Hz, log slope -1.003
Oxide field 0.0696 MV/cm; log10 tunnelling factor -49.6
Holes/electrons at surface (n_i 1e10 /cm3): 5.2e-06
Bulk degeneracy N_D/N_c (N_c 2.8e19 /cm3): 3.6e-04
Plateau S_Q at 350 K over 300 K, same bending: 0.358
Quantum correction at 1 MHz 2.1e-15; reaches 1 % near 2165 GHz
```
